# Spin projection of charge transition levels for a two-electron defect: a numerical check

```python
# RESULT UNDER TEST
# A mixed determinant |a(up) b(down)| with overlap s = <a|b> has triplet weight
# w = (1 - s^2)/2 and energy E_mix = (1-w) E_S + w E_T.  Replacing it by its
# singlet part shifts the level (+/0) by -w*(E_T - E_S) and (0/-) by the opposite.
# The weight w tends to one half when the overlap tends to zero.
# Model: two sites, level e0, hopping t, on-site repulsion U, intersite V (eV);
# W = U - V is the cost of moving an electron from one neutral site to the other.
# E_S, E_T: energies of the singlet and triplet parts; K: direct exchange.
import numpy as np
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import k as k_B, e as q_e


class Fock:
    """Fermion operators on n_orb spatial orbitals; mode = 2*orbital + spin."""

    def __init__(self, n_orb):
        self.n = n_orb
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        sign = np.diag([1.0, -1.0])
        self.c = []
        for mode in range(2 * n_orb):
            op = np.eye(1)
            for j in range(2 * n_orb):
                factor = sign if j < mode else lower if j == mode else np.eye(2)
                op = np.kron(op, factor)
            self.c.append(op)
        c = self.c
        self.dim = c[0].shape[0]
        self.vac = np.zeros(self.dim)
        self.vac[0] = 1.0
        self.E = [[sum(c[2*p+s].T @ c[2*q+s] for s in (0, 1))
                   for q in range(n_orb)] for p in range(n_orb)]
        self.number = np.rint(np.diag(sum(self.E[p][p] for p in range(n_orb))))
        s_plus = sum(c[2*p].T @ c[2*p+1] for p in range(n_orb))
        s_z = 0.5 * sum(c[2*p].T @ c[2*p] - c[2*p+1].T @ c[2*p+1]
                        for p in range(n_orb))
        self.S2 = s_plus.T @ s_plus + s_z @ (s_z + np.eye(self.dim))
        val, vec = np.linalg.eigh(self.S2)
        self.singlets = vec[:, abs(val) < 1e-8]
        self.triplets = vec[:, abs(val - 2) < 1e-8]

    def hamiltonian(self, h, g, const=0.0):
        """h: one-electron integrals; g[p,q,r,s] = (pq|rs)."""
        H = const * np.eye(self.dim)
        n = self.n
        for p in range(n):
            for q in range(n):
                H = H + h[p, q] * self.E[p][q]
                for r in range(n):
                    for s in range(n):
                        if g[p, q, r, s] != 0:
                            pair = self.E[p][q] @ self.E[r][s]
                            if q == r:
                                pair = pair - self.E[p][s]
                            H = H + 0.5 * g[p, q, r, s] * pair
        return H

    def determinant(self, a, b, spin_b=1):
        """Orbital a with spin up, orbital b with spin up (0) or down (1)."""
        make_a = sum(a[p] * self.c[2*p].T for p in range(self.n))
        make_b = sum(b[p] * self.c[2*p+spin_b].T for p in range(self.n))
        return make_a @ make_b @ self.vac

    def sector(self, H, n_el):
        idx = np.where(self.number == n_el)[0]
        return H[np.ix_(idx, idx)]


def mean(H, v):
    return v @ H @ v / (v @ v)


def spin_parts(F, v):
    return F.singlets @ (F.singlets.T @ v), F.triplets @ (F.triplets.T @ v)


# ---- general relation, random spin-free Hamiltonian with three orbitals ----
rng = np.random.default_rng(5)
F3 = Fock(3)
h = rng.normal(size=(3, 3))
h = h + h.T
B = rng.normal(size=(4, 3, 3))
B = B + B.transpose(0, 2, 1)
g = np.einsum('lpq,lrs->pqrs', B, B)      # positive, as for Coulomb repulsion
H3 = F3.hamiltonian(h, g)
worst = 0.0
for trial in range(5):
    a, b = rng.normal(size=(2, 3))
    a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
    w = (1 - (a @ b)**2) / 2
    mixed = F3.determinant(a, b)
    sing, trip = spin_parts(F3, mixed)
    assert abs(trip @ trip - w) < 1e-10
    assert abs(mean(F3.S2, mixed) - 2 * w) < 1e-10
    E_par = mean(H3, F3.determinant(a, b, spin_b=0))
    assert abs(E_par - mean(H3, trip)) < 1e-8
    from_formula = (mean(H3, mixed) - w * E_par) / (1 - w)
    worst = max(worst, abs(from_formula - mean(H3, sing)))
    # orthogonal partner: singlet lies above triplet by twice the exchange
    b_orth = b - a * (a @ b)
    b_orth /= np.linalg.norm(b_orth)
    K_ab = np.einsum('pqrs,p,q,r,s', g, a, b_orth, a, b_orth)
    sing, trip = spin_parts(F3, F3.determinant(a, b_orth))
    assert K_ab > 0
    assert abs(mean(H3, sing) - mean(H3, trip) - 2 * K_ab) < 1e-8
assert worst < 1e-8

# ---- two-site defect ----
F2 = Fock(2)
e0, U, V, t = 0.25, 0.70, 0.30, 0.06      # eV
W = U - V
PAIRS = np.array([F2.determinant(np.eye(2)[p], np.eye(2)[q])
                  for p in range(2) for q in range(2)])


def dimer(t, K=0.0, detuning=0.0):
    """V acts between net site charges, so that neutral sites do not interact."""
    h = np.array([[e0 - V + detuning/2, -t], [-t, e0 - V - detuning/2]])
    g = np.zeros((2, 2, 2, 2))
    g[0, 0, 0, 0] = g[1, 1, 1, 1] = U
    g[0, 0, 1, 1] = g[1, 1, 0, 0] = V
    for p, q in ((0, 1), (1, 0)):
        g[p, q, 0, 1] = g[p, q, 1, 0] = K
    return F2.hamiltonian(h, g, const=V)


def orbital(angle):
    return np.array([np.cos(angle), np.sin(angle)])


def best_mixed(H):
    """Lowest determinant |a(up) b(down)|, found by direct minimisation."""
    H4 = PAIRS @ H @ PAIRS.T

    def energy(x):
        v = np.kron(orbital(x[0]), orbital(x[1]))
        return v @ H4 @ v
    res = minimize(energy, [0.1, np.pi/2 - 0.15], method='Nelder-Mead',
                   options=dict(xatol=1e-10, fatol=1e-16, maxiter=2000))
    return orbital(res.x[0]), orbital(res.x[1]), res.fun


def analyse(H):
    a, b, E_mix = best_mixed(H)
    sing, trip = spin_parts(F2, F2.determinant(a, b))
    exact = np.linalg.eigvalsh(F2.sector(H, 2))[0]
    return dict(s=a @ b, w=trip @ trip, mix=E_mix, S=mean(H, sing),
                T=mean(H, trip), exact=exact)


H = dimer(t)
r = analyse(H)
E1 = np.linalg.eigvalsh(F2.sector(H, 1))[0]
E3 = np.linalg.eigvalsh(F2.sector(H, 3))[0]
gap = r['T'] - r['S']
shift = r['S'] - r['mix']
s_formula = 2 * t / W
# numerical minimisation fixes the angles to about 1e-8
assert abs(r['s'] - s_formula) < 1e-6
assert abs(r['mix'] - r['T'] + 2 * t**2 / W) < 1e-10
assert abs(r['S'] - r['T'] + 4 * t**2 / W / (1 + s_formula**2)) < 1e-7
exact_formula = (W - np.sqrt(W**2 + 16 * t**2)) / 2
assert abs(r['exact'] - 2 * e0 - exact_formula) < 1e-10
assert abs(shift + (1 - s_formula**2) / 2 * gap) < 1e-7
assert abs(E1 - (e0 - t)) < 1e-10 and abs(E3 - (3*e0 + U - t)) < 1e-10
# the true ground state is a singlet, and projection approaches it from above
idx2 = np.where(F2.number == 2)[0]
ground = np.linalg.eigh(F2.sector(H, 2))[1][:, 0]
assert abs(ground @ F2.S2[np.ix_(idx2, idx2)] @ ground) < 1e-10
assert r['exact'] < r['S'] < r['mix'] < r['T']
# leading error 64 t^6/W^5; the next order is about 4 percent at t/W = 0.05
weak = analyse(dimer(0.05 * W))
ratio = (weak['S'] - weak['exact']) / (64 * 0.05**6 * W)
assert abs(ratio - 1) < 0.06
# strong hopping: the determinant becomes closed-shell
a, b, _ = best_mixed(dimer(0.625 * W))
assert 1 - (a @ b)**2 < 1e-6

# ---- neglected effects ----
E_rel = 0.10      # eV, relaxation energy of one site on gaining or losing 1 e


def relaxed_energy(n_el):
    """Lowest energy over site displacements x, each coupled to its net charge."""
    idx = np.where(F2.number == n_el)[0]
    Hn = F2.sector(H, n_el)
    dn = [np.diag(F2.E[i][i])[idx] - 1 for i in (0, 1)]

    def energy(x):
        force = -2 * E_rel * (x[0] * dn[0] + x[1] * dn[1])
        return np.linalg.eigvalsh(Hn + np.diag(force))[0] + E_rel * (x @ x)
    starts = ([0.05, -0.03], [-1, 0.1], [1, 0.1], [1, -1])
    return min(minimize(energy, x0, method='Nelder-Mead',
                        options=dict(xatol=1e-8, fatol=1e-13)).fun
               for x0 in starts)


R1, R2, R3 = (relaxed_energy(n) for n in (1, 2, 3))
assert abs(R1 - (e0 - E_rel - t**2 / (2 * E_rel))) < 1e-9
assert abs(R2 - r['exact']) < 1e-9        # neutral singlet does not relax
H4 = PAIRS @ H @ PAIRS.T
charge_diff = np.array([0.0, 0.0, 0.0, 0.0])
charge_diff[0], charge_diff[3] = 2.0, -2.0


def mixed_on_lattice(z):
    v = np.kron(orbital(z[0]), orbital(z[1]))
    return (v @ H4 @ v - 2 * E_rel * z[2] * (v**2 @ charge_diff)
            + 2 * E_rel * z[2]**2)


R_mix = min(minimize(mixed_on_lattice, z0, method='Nelder-Mead',
                     options=dict(xatol=1e-9, fatol=1e-15, maxiter=4000)).fun
            for z0 in ([0.1, 1.4, 0.2], [0.1, 0.1, 1.0], [0.2, 1.3, -0.3]))
assert abs(R_mix - r['mix']) < 1e-9       # nor does the mixed determinant


def thermal_level(T):
    kT = k_B * T / q_e
    free = []
    for n_el in (1, 2):
        ev = np.linalg.eigvalsh(F2.sector(H, n_el))
        free.append(ev[0] - kT * np.log(np.exp(-(ev - ev[0]) / kT).sum()))
    return free[1] - free[0]


K_dir, detuning = 0.001, 0.05             # eV
rK = analyse(dimer(t, K=K_dir))
rD = analyse(dimer(t, detuning=detuning))
stiff, decay = 500.0, 5.0                 # eV/nm^2 and 1/nm


def E_mix_at(y):
    ty = t * np.exp(-decay * y)
    return stiff * y**2 / 2 - 2 * ty**2 / W


def E_sing_at(y):
    ty = t * np.exp(-decay * y)
    return stiff * y**2 / 2 - 4 * ty**2 / W / (1 + 4 * ty**2 / W**2)


opts = dict(bounds=(-0.02, 0.02), method='bounded', options=dict(xatol=1e-10))
y_mix = minimize_scalar(E_mix_at, **opts).x
y_sing = minimize_scalar(E_sing_at, **opts).x
geometry_error = E_sing_at(y_mix) - E_sing_at(y_sing)
assert 0 <= geometry_error < 0.01 * abs(shift)

m = 1000.0                                # meV per eV
print(f"site level e0 = {e0:.2f} eV, hopping t = {t:.2f} eV")
print(f"U = {U:.2f} eV, V = {V:.2f} eV, W = U-V = {W:.2f} eV")
print(f"general relation, largest error = {worst:.1e} (model energy units)")
print(f"overlap s = {r['s']:.4f}")
print(f"triplet weight w = {r['w']:.4f}, <S^2> = {2*r['w']:.4f}")
print(f"triplet energy E_T = {r['T']:.5f} eV")
print(f"E_mix - E_T = {m*(r['mix']-r['T']):.2f} meV")
print(f"projected E_S - E_T = {m*(r['S']-r['T']):.2f} meV")
print(f"exact singlet - E_T = {m*(r['exact']-r['T']):.2f} meV")
print(f"splitting E_T - E_S (projected) = {m*gap:.2f} meV")
print(f"shift of (+/0) by projection = {m*shift:.2f} meV")
print(f"shift of (0/-) by projection = {-m*shift:+.2f} meV")
print(f"half the projected splitting = {m*gap/2:.2f} meV")
print(f"shift size if overlap ignored, E_T-E_mix = {m*(r['T']-r['mix']):.2f} meV")
print(f"shift of (+/0) to exact singlet = {m*(r['exact']-r['mix']):.2f} meV")
print(f"one-electron energy = {E1:.4f} eV, three-electron = {E3:.4f} eV")
for name, E2 in (("mixed", r['mix']), ("projected", r['S']), ("exact", r['exact'])):
    print(f"{name}: (+/0) = {E2-E1:.4f} eV, (0/-) = {E3-E2:.4f} eV, "
          f"window = {E3+E1-2*E2:.4f} eV")
print(f"window widening by projection = {-2*m*shift:.2f} meV")
print(f"error ratio to 64 t^6/W^5 at t/W = 0.05: {ratio:.3f}")
print("NEGLECTED EFFECTS")
print(f"projected minus exact singlet = {m*(r['S']-r['exact']):.2f} meV")
print(f"site relaxation energy assumed = {E_rel:.2f} eV")
print(f"relaxation moves (+/0) by {m*((R2-R1)-(r['exact']-E1)):+.1f} meV")
print(f"relaxation moves (0/-) by {m*((R3-R2)-(E3-r['exact'])):+.1f} meV")
print(f"relaxed exact levels: (+/0) = {R2-R1:.4f} eV, (0/-) = {R3-R2:.4f} eV")
for T in (77, 300):
    print(f"T = {T} K: kT = {m*k_B*T/q_e:.2f} meV, (+/0) moves by "
          f"{m*(thermal_level(T)-(r['exact']-E1)):+.2f} meV")
print(f"direct exchange K = {m*K_dir:.1f} meV: splitting = "
      f"{m*(rK['T']-rK['S']):.2f} meV, shift = {m*(rK['S']-rK['mix']):.2f} meV")
print(f"site difference {m*detuning:.0f} meV: splitting = "
      f"{m*(rD['T']-rD['S']):.2f} meV, shift = {m*(rD['S']-rD['mix']):.2f} meV")
print(f"spring = {stiff:.0f} eV/nm^2, hopping decay = {decay:.0f} 1/nm")
print(f"error from mixed-determinant geometry = {m*geometry_error:.3f} meV")
print("checks complete")
```

Running it gives:

```
site level e0 = 0.25 eV, hopping t = 0.06 eV
U = 0.70 eV, V = 0.30 eV, W = U-V = 0.40 eV
general relation, largest error = 3.6e-15 (model energy units)
overlap s = 0.3000
triplet weight w = 0.4550, <S^2> = 0.9100
triplet energy E_T = 0.50000 eV
E_mix - E_T = -18.00 meV
projected E_S - E_T = -33.03 meV
exact singlet - E_T = -33.24 meV
splitting E_T - E_S (projected) = 33.03 meV
shift of (+/0) by projection = -15.03 meV
shift of (0/-) by projection = +15.03 meV
half the projected splitting = 16.51 meV
shift size if overlap ignored, E_T-E_mix = 18.00 meV
shift of (+/0) to exact singlet = -15.24 meV
one-electron energy = 0.1900 eV, three-electron = 1.3900 eV
mixed: (+/0) = 0.2920 eV, (0/-) = 0.9080 eV, window = 0.6160 eV
projected: (+/0) = 0.2770 eV, (0/-) = 0.9230 eV, window = 0.6461 eV
exact: (+/0) = 0.2768 eV, (0/-) = 0.9232 eV, window = 0.6465 eV
window widening by projection = 30.06 meV
error ratio to 64 t^6/W^5 at t/W = 0.05: 0.961
NEGLECTED EFFECTS
projected minus exact singlet = 0.21 meV
site relaxation energy assumed = 0.10 eV
relaxation moves (+/0) by +58.0 meV
relaxation moves (0/-) by -58.0 meV
relaxed exact levels: (+/0) = 0.3348 eV, (0/-) = 0.8652 eV
T = 77 K: kT = 6.64 meV, (+/0) moves by +4.47 meV
T = 300 K: kT = 25.85 meV, (+/0) moves by +2.55 meV
direct exchange K = 1.0 meV: splitting = 31.05 meV, shift = -14.14 meV
site difference 50 meV: splitting = 33.43 meV, shift = -15.17 meV
spring = 500 eV/nm^2, hopping decay = 5 1/nm
error from mixed-determinant geometry = 0.015 meV
checks complete
```
